# Born, Callen and Szigeti charges from electrical boundary conditions

## The result

Displace one sublattice of an insulating cubic crystal uniformly by a small distance \(u\). Each cell acquires a dipole, which we write as \(Zeu\). The number \(Z\) depends on what the macroscopic electric field \(E\) is allowed to do during the displacement:

\[
\begin{aligned}
E=0:&\quad Z_T=Z^* &&\text{(Born, transverse)}\\
D=0:&\quad Z_C=\frac{Z^*}{\epsilon} &&\text{(Callen, longitudinal)}\\
E=-\frac{P}{3\varepsilon_0}:&\quad Z_S=\frac{3Z^*}{\epsilon+2} &&\text{(Szigeti)}
\end{aligned}
\]

Here \(P\) is the polarization, \(D=\varepsilon_0E+P\), and \(\epsilon\) is the relative permittivity of the electrons with the ions clamped. The third condition is that of an isolated sphere in vacuum. All three are cases of one formula,

\[
Z_L=\frac{Z^*}{1+L(\epsilon-1)},\qquad E=-\frac{LP}{\varepsilon_0},
\]

with \(L=0,\ 1,\ 1/3\).

## Setting and conventions

The response is linear, and slow enough for the electrons to follow the ions. Retardation is neglected. All sublattices except the displaced one are held fixed. The undisplaced crystal in zero field is in equilibrium and serves as the zero of polarization.

Cubic symmetry makes \(\epsilon\) a scalar. The Born charge of an ion is a scalar too if its site has cubic symmetry. At a site of lower symmetry it is a tensor, not necessarily symmetric, and the force per field is its transpose. We then take \(u\) along a direction that both the tensor and its transpose map onto itself, such as a rotation axis of the site, and let \(Z^*\) be the component for that direction. For oxygen in a perovskite the three cube axes are such directions; at a site whose only symmetry axis is a single threefold one, as in the pyrite structure, in general only that axis is. \(P\), \(E\) and the force \(F\) are components along \(u\).

## The two response equations

Let \(\Omega\) be the cell volume. To second order, the electric enthalpy per cell is

\[
\mathcal F(u,E)=\tfrac12Ku^2-eZ^*uE-\tfrac12\Omega\varepsilon_0(\epsilon-1)E^2 .
\]

There are no linear terms, because force and polarization vanish at \(u=E=0\). The polarization is \(-\Omega^{-1}\partial\mathcal F/\partial E\) and the force on the displaced ion is \(-\partial\mathcal F/\partial u\):

\[
P=\frac{eZ^*u}{\Omega}+\varepsilon_0(\epsilon-1)E,\qquad
F=-Ku+eZ^*E. \tag{1}
\]

The same coefficient appears in both, since both come from the mixed term. Thus \(Z^*\) is the dipole per displacement at \(E=0\), and also the force per field at \(u=0\). The stiffness \(K\) belongs to \(E=0\).

## What fixes the field

**Long waves.** Let all macroscopic quantities vary as \(e^{i\mathbf q\cdot\mathbf r}\), with a wavelength much longer than the cell but much shorter than that of light at the same frequency. Without retardation or free charge, \(\nabla\times\mathbf E=0\) and \(\nabla\cdot\mathbf D=0\), so

\[
\mathbf q\times\mathbf E=0,\qquad \mathbf q\cdot(\varepsilon_0\mathbf E+\mathbf P)=0 .
\]

The first equation says that \(\mathbf E\) is parallel to \(\mathbf q\). In a transverse wave \(\mathbf q\cdot\mathbf P=0\), so the second gives \(\mathbf q\cdot\mathbf E=0\), and hence \(\mathbf E=0\). In a longitudinal wave \(\mathbf P\) is parallel to \(\mathbf q\), so \(\mathbf D\) is as well; since \(\mathbf q\cdot\mathbf D=0\), we have \(\mathbf D=0\) and \(E=-P/\varepsilon_0\).

**Finite bodies.** Consider an ellipsoid with semi-axes \(a_1,a_2,a_3\), first filled with uniform charge density \(\rho\). Seen from an interior point \(\mathbf r\), the charge at distance \(s\) in direction \(\mathbf n\) contributes a field \(-\mathbf n\,\rho s^2ds\,d\omega/(4\pi\varepsilon_0s^2)\), where \(d\omega\) is the solid angle. The factors \(s^2\) cancel, and integration up to the surface distance \(\ell(\mathbf n)\) gives

\[
E_i=-\frac{\rho}{4\pi\varepsilon_0}\int d\omega\,n_i\,\ell(\mathbf n).
\]

The surface condition \(\sum_j(r_j+\ell n_j)^2/a_j^2=1\) is the quadratic \(A\ell^2+2B\ell+C-1=0\), with

\[
A=\sum_j\frac{n_j^2}{a_j^2},\quad B=\sum_j\frac{r_jn_j}{a_j^2},\quad C=\sum_j\frac{r_j^2}{a_j^2}.
\]

Its positive root is \(\ell=[-B+\sqrt{B^2+A(1-C)}]/A\). The square root and \(A\) are even in \(\mathbf n\); multiplied by the odd factor \(n_i\), that part integrates to zero. In the remaining part, products \(n_in_j\) with \(j\ne i\) integrate to zero. Therefore

\[
E_i=\frac{\rho L_i r_i}{\varepsilon_0},\qquad
L_i=\frac1{4\pi}\int d\omega\,\frac{n_i^2/a_i^2}{\sum_jn_j^2/a_j^2}. \tag{2}
\]

A uniformly polarized ellipsoid is a body of density \(\rho\) shifted by a small \(\boldsymbol\delta\) over one of density \(-\rho\), with \(\mathbf P=\rho\boldsymbol\delta\). Adding their fields,

\[
E_i=\frac{\rho L_i(r_i-\delta_i)}{\varepsilon_0}-\frac{\rho L_ir_i}{\varepsilon_0}=-\frac{L_iP_i}{\varepsilon_0}.
\]

The interior field is uniform. Equation (2) shows that \(L_1+L_2+L_3=1\), so a sphere has \(L=1/3\). If \(a_3\) is much smaller than the other axes, the term \(n_3^2/a_3^2\) dominates the denominator for nearly all directions. A thin slab thus has \(L\to1\) along its normal and \(L\to0\) in its plane: the same conditions as the longitudinal and transverse waves.

## Solving for the charges

Insert \(E=-LP/\varepsilon_0\) in the first of equations (1):

\[
P=\frac{eZ^*u}{\Omega}-L(\epsilon-1)P .
\]

Collect the terms in \(P\):

\[
P=\frac{eu}{\Omega}\,\frac{Z^*}{1+L(\epsilon-1)}\equiv\frac{eZ_Lu}{\Omega}. \tag{3}
\]

For \(L=0\) the denominator is 1. For \(L=1\) it is \(\epsilon\). For \(L=1/3\) it is \((\epsilon+2)/3\). These are the three charges stated at the start.

The displacement sets up a dipole, the dipole produces an opposing field, and the electrons respond to that field by reducing the dipole. With \(\epsilon>1\) the reduction grows with \(L\), so \(|Z_C|<|Z_S|<|Z^*|\). If the electrons are not polarizable, \(\epsilon=1\) and the three charges coincide, although the fields still differ. For \(\epsilon\gg1\), \(Z_S/Z_C=3\epsilon/(\epsilon+2)\) approaches 3.

Cubic symmetry entered through the scalar \(\epsilon\). In a general crystal a longitudinal wave with unit vector \(\hat{\mathbf q}\) still has \(\mathbf E=E\hat{\mathbf q}\), and \(\hat{\mathbf q}\cdot\mathbf D=0\) reads

\[
\frac{e\,\hat{\mathbf q}\cdot\mathbf Z^*\cdot\mathbf u}{\Omega}+\varepsilon_0E\,(\hat{\mathbf q}\cdot\boldsymbol\epsilon\cdot\hat{\mathbf q})=0 .
\]

Since \(\hat{\mathbf q}\cdot\mathbf P=-\varepsilon_0E\), the component of the dipole along \(\hat{\mathbf q}\) is \(e\,\hat{\mathbf q}\cdot\mathbf Z^*\cdot\mathbf u\) divided by \(\hat{\mathbf q}\cdot\boldsymbol\epsilon\cdot\hat{\mathbf q}\), which depends on direction. The components of the dipole perpendicular to \(\hat{\mathbf q}\) are not reduced by this factor.

**In perturbation theory.** A linear-response calculation at small but finite \(\mathbf q\parallel\mathbf u\) that keeps the full self-consistent electrostatic potential has \(D=0\). The macroscopic part of the total change in charge density, electronic response plus the charge of the displaced ions, is \(-i\mathbf q\cdot\mathbf P\), and therefore measures \(Z_C\). Removing the macroscopic part of the potential imposes \(E=0\) and gives \(Z^*\). The permittivity that connects the two must come from the same functional and the same numerical settings.

## The same charges as forces

Now hold the ions at \(u=0\) and place the body in a uniform applied field \(E_0\). The field inside is \(E=E_0-LP/\varepsilon_0\), with \(P=\varepsilon_0(\epsilon-1)E\). Hence

\[
E\,[1+L(\epsilon-1)]=E_0,\qquad F=eZ^*E=eZ_LE_0 .
\]

Each charge is also a force per field, provided the matching field is used. From \(E_0=E+LP/\varepsilon_0\), that field is \(E\) for the Born charge, \(D/\varepsilon_0\) for the Callen charge, and \(E+P/(3\varepsilon_0)\) for the Szigeti charge. The last combination is called the Lorentz field.

## What the Szigeti charge says about the ions

Suppose the crystal consists of polarizable point ions. The displacement drives a dipole \(ez_iu\) on site \(i\), and the field \(E_i\) at that site induces a further dipole \(\alpha_iE_i\). The driven part contains the charge of the displaced ion. It may also contain a deformation dipole, caused by the changed overlap between neighbours.

To find \(E_i\), draw a large sphere around the site. Suppose that every sublattice, seen from this site, has cubic symmetry. Equal dipoles \(p\) along \(x\) inside the sphere then give a field proportional to

\[
p\sum\frac{3x^2-r^2}{r^5}=0,
\]

because \(\sum x^2/r^5=\sum y^2/r^5=\sum z^2/r^5\). What remains is the field of the matter outside the sphere. That is the total macroscopic field \(E\) minus the field \(-P/(3\varepsilon_0)\) of the removed sphere:

\[
E_i=E+\frac{P}{3\varepsilon_0}. \tag{4}
\]

Under the Szigeti condition this vanishes at every site, no dipole is induced, and only the driven dipoles are left:

\[
Z_S=\sum_iz_i. \tag{5}
\]

In this model the Szigeti charge is thus free of electronic polarization by the long-range field. Its difference from the nominal ionic charge is the short-range deformation charge.

Equation (4) also gives the permittivity. At \(u=0\), \(P=\Omega^{-1}\sum_i\alpha_i\,(E+P/3\varepsilon_0)\). With \(P=\varepsilon_0(\epsilon-1)E\) the bracket is \((\epsilon+2)E/3\), so

\[
\frac{\epsilon-1}{\epsilon+2}=\frac{\sum_i\alpha_i}{3\varepsilon_0\Omega}=\frac{4\pi}{3\Omega}\sum_iv_i,\qquad v_i=\frac{\alpha_i}{4\pi\varepsilon_0}. \tag{6}
\]

## Worked example: a rocksalt model

Take round parameters: neighbour distance 0.28 nm, cell volume 0.043904 nm³, and polarizability volumes \(v\) of 0.001 nm³ for the cation and 0.003 nm³ for the anion. The cation has nominal charge 1. Its displacement also drives a deformation dipole \(-0.2\,eu\) on the anion. Equations (5) and (6) give

\[
Z_S=1-0.2=0.8,\qquad
\frac{\epsilon-1}{\epsilon+2}=\frac{4\pi(0.004)}{3(0.043904)}=0.3816,
\]

and hence \(\epsilon=(1+2\times0.3816)/(1-0.3816)=2.851\). The other charges are

\[
Z^*=\frac{4.8515}{3}\times0.8=1.294,\qquad
Z_C=\frac{1.2937}{2.8515}=0.4537 .
\]

The Born charge exceeds the nominal charge although the deformation charge is negative: at \(E=0\) the Lorentz field \(P/(3\varepsilon_0)\) polarizes the ions along the driven dipole.

The numerical output obtains these values without equations (3) to (6), by summing dipole fields plane by plane and solving for the site dipoles in the interior of a slab. The in-plane response gives \(Z^*=1.2937\) and \(\epsilon=2.8515\); the separate response along the normal gives 0.4537. The Callen relation, the agreement of \(3Z^*/(\epsilon+2)\) with the driven charge 0.8, and the Born and Callen forces in applied fields were tested on the slab to one part in a thousand.

A sphere of 15,515 ions provides the third boundary condition directly. Averaged over its core, the dipole corresponds to a charge 0.803 and the force in an applied field to 0.806, which is 0.4% and 0.7% above 0.8. The test allowed 3%, because the surface of such a sphere is stepped on the scale of the ion spacing.

An oblate spheroid with semi-axes in the ratio 2:2:1 tests a value of \(L\) that belongs to none of the three named charges. With \(t=\cos\theta\) measured from the short axis, equation (2) gives

\[
L=\int_0^1\frac{4t^2}{1+3t^2}\,dt=\frac43\left(1-\frac{\pi}{3\sqrt3}\right)=0.5272 ,
\]

\[
Z_L=\frac{1.2937}{1+0.5272\times1.8515}=0.655 .
\]

The self-consistent dipoles give 0.662, 1.1% above the formula and within the allowed 4%. The cause of these deviations was not isolated, and their dependence on sample size was not examined.

**Fields.** Let the cations move by 1 pm. At \(E=0\) the polarization is \(eZ^*u/\Omega=4.721\) mC/m². The other conditions reduce it to

\[
\frac{4.721}{2.8515}=1.656\ \text{mC/m}^2\quad(D=0),\qquad
\frac{3\times4.721}{4.8515}=2.919\ \text{mC/m}^2\quad(\text{sphere}).
\]

The fields are \(-P/\varepsilon_0=-187.0\) MV/m for \(D=0\) and \(-P/(3\varepsilon_0)=-109.9\) MV/m for the sphere. The field in the sphere is more than a third of that in the slab, because the sphere keeps the larger polarization. Fields of this size are of the order of the static breakdown fields of alkali halides, so 1 pm serves here as a unit of the linear response, not as a static displacement that a macroscopic sample would sustain.

## Consequence for vibrations

The opposing field pulls the displaced ion back. From (3), \(E=-LeZ_Lu/(\varepsilon_0\Omega)\), and the force in (1) becomes

\[
F=-\left[K+\frac{L\,Z^*Z_Le^2}{\varepsilon_0\Omega}\right]u .
\]

The added stiffness contains two different charges: \(Z_L\) measures the field produced, \(Z^*\) the force exerted by that field.

In a diatomic crystal, moving both sublattices together polarizes nothing, since the cell is neutral. The Born charges are therefore opposite, and \(P\) depends on the relative displacement \(u=u_+-u_-\). The equations \(m_+\ddot u_+=F\) and \(m_-\ddot u_-=-F\) combine to \(\mu\ddot u=F\), with \(1/\mu=1/m_++1/m_-\). Writing \(K=\mu\omega_{TO}^2\),

\[
\omega_L^2=\omega_{TO}^2+\frac{L\,Z^*Z_Le^2}{\varepsilon_0\Omega\mu}. \tag{7}
\]

For \(L=1\) this is the longitudinal optical (LO) frequency. For \(L=1/3\) it is the uniform vibration of a sphere that is large compared with the cell and small compared with the wavelength of light.

The permittivity gives the same frequencies. In a field oscillating at \(\omega\), equation (1) gives \(u=eZ^*E/[\mu(\omega_{TO}^2-\omega^2)]\), and therefore

\[
\epsilon(\omega)=\epsilon+\frac{Z^{*2}e^2}{\varepsilon_0\Omega\mu(\omega_{TO}^2-\omega^2)} .
\]

A free vibration needs \(E=-LP/\varepsilon_0\) together with \(P=\varepsilon_0[\epsilon(\omega)-1]E\), that is, \(1+L[\epsilon(\omega)-1]=0\). This means \(\epsilon(\omega)=0\) for the LO mode and \(\epsilon(\omega)=-2\) for the sphere. Inserting \(\epsilon(\omega)\) and solving for \(\omega^2\) returns (7).

In the example the added stiffness is \(eZ^*|E|/u\), which gives 38.76 N/m along the slab normal and 22.78 N/m in the sphere. The site fields in the finite sphere give 22.64 N/m, 0.6% lower. Choose \(\mu=20\) u and a transverse frequency of 5 THz. Dividing the stiffnesses by \(4\pi^2\mu\) adds 29.6 and 17.4 THz² to the square of the frequency:

\[
f_{LO}=\sqrt{25+29.6}=7.39\ \text{THz},\qquad
f_{\text{sphere}}=\sqrt{25+17.4}=6.51\ \text{THz}.
\]

## Where the microscopic reading fails

A cubic crystal need not have cubic surroundings at every site. In a perovskite, the oxygen ions see the B sublattice along one axis. Write the field at an oxygen site due to the B dipoles, at \(E=0\), as \(\lambda P_B/\varepsilon_0\). The lattice sums give \(\lambda=2.727\) for the oxygen that lies along the displacement from B, and \(-0.864\) for the other two. Their mean is \(1/3\), but no single site has this value, so equation (4) does not hold there.

Take a model perovskite of point ions with cube edge 0.40 nm, polarizability volumes of 0.0015 nm³ on A and on each oxygen and 0.0002 nm³ on B, and a driven charge of 4 on B. The in-plane response gives \(Z^*=7.403\) and \(\epsilon=3.060\). The Callen relation predicts \(7.4029/3.0596=2.420\), and the normal response gives the same value. The relation holds because its derivation used no site fields.

The Szigeti formula gives \(3\times7.403/5.060=4.39\), about 10% above the driven charge. This is still the correct dipole per displacement for a sphere much larger than the cell, by equation (3). It is no longer the driven charge, because \(E=-P/(3\varepsilon_0)\) leaves non-zero fields at the oxygen sites. The three oxygens have equal polarizabilities, so the departures of \(\lambda\) from \(1/3\) cancel in the sum of the dipoles induced directly by B. The excess comes from the further fields of these unequal dipoles. In this model A and the three oxygens have the same polarizability and together form a face-centred cubic lattice, in which every site of the crystal has cubic surroundings; the dipoles induced on these four ions therefore sum to zero under the Szigeti condition. The whole excess of 0.39 is the dipole that the unequal oxygen dipoles induce back on B.

A Szigeti charge may therefore be read as ionic charge plus short-range deformation when every site field is the Lorentz field of equation (4) and the point-ion description is adequate. As the response of a sphere much larger than the cell it needs neither condition, only the linear, quasi-static response of an insulator with scalar \(\epsilon\). In a metal the free carriers screen a static macroscopic field, and equations (1), with their finite \(\epsilon\), do not apply.

## Computed values

```
ROCKSALT MODEL (charges in units of e)
neighbour distance = 0.28 nm
cell volume = 0.043904 nm^3
polarizability volume, cation = 0.001 nm^3
polarizability volume, anion = 0.003 nm^3
nominal cation charge = 1.00
deformation charge = -0.20
sum of driven charges = 0.8000
Lorentz factor, cation sublattice = 0.33333
Lorentz factor, anion sublattice = 0.33333
electronic relative permittivity = 2.8515
Born charge, in-plane slab response = 1.2937
Callen charge, normal slab response = 0.4537
Callen charge, formula = 0.4537
Szigeti charge, formula = 0.8000
force / (e E), in-plane field = 1.2937
force / (e D/eps0), normal field = 0.4537
FINITE SAMPLES (core averages)
ions in sphere = 15515
sphere: dipole charge = 0.8030
sphere: force / (e applied field) = 0.8057
ions in 2:2:1 spheroid = 7763
spheroid: depolarization factor = 0.5272
spheroid: dipole charge = 0.6617
spheroid: charge from formula = 0.6547
CATION DISPLACEMENT = 1.0 pm
E = 0: polarization = 4.7212 mC/m^2
E = 0: macroscopic field = 0.00 MV/m
D = 0: polarization = 1.6557 mC/m^2
D = 0: macroscopic field = -187.00 MV/m
sphere: polarization = 2.9194 mC/m^2
sphere: macroscopic field = -109.91 MV/m
ADDED STIFFNESS AND MODES
slab normal, site fields = 38.760 N/m
slab normal, formula = 38.760 N/m
sphere, site fields = 22.642 N/m
sphere, formula = 22.781 N/m
reduced mass = 20.0 u
TO frequency (chosen) = 5.000 THz
LO frequency = 7.387 THz
root of permittivity = 0: 7.387 THz
sphere-mode frequency = 6.510 THz
root of permittivity = -2: 6.510 THz
PEROVSKITE MODEL (B site displaced, charges in units of e)
driven charge = 4.00
Lorentz factors at O due to B = -0.8636, -0.8636, 2.7272
electronic relative permittivity = 3.0596
Born charge = 7.4029
Callen charge, normal slab response = 2.4196
Callen charge, formula = 2.4196
Szigeti charge, formula = 4.3894
```
